\section*{Dirac-Fock-Roothaan equations for closed-shell atoms in radial spinor blocks}

\section{A single 1s pair}

Two electrons fill the $1s_{1/2}$ shell of an atom. Their orbitals, with $m=\pm\frac12$, share one large radial function $P$ and one small radial function $Q$:
\begin{equation}
\psi_m=\frac1r\begin{pmatrix}P(r)\,\chi_{-1,m}\\ iQ(r)\,\chi_{1,m}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .
\end{equation}
The two spin-angle functions are related by $\chi_{1,m}=-\sigma_r\chi_{-1,m}$, where $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ and $\sigma_r^2=1$. Hence
\begin{equation}
\chi_{1,m}^\dagger\chi_{1,m'}=\chi_{-1,m}^\dagger\chi_{-1,m'}=\frac{\delta_{mm'}}{4\pi}.
\end{equation}
Each orbital has the spherical density $(P^2+Q^2)/4\pi r^2$, and the product $\psi_{1/2}^\dagger\psi_{-1/2}$ vanishes. Define
\begin{equation}
[f|g]_L=\int_0^\infty\!\!\int_0^\infty f(r)\,\frac{r_<^L}{r_>^{L+1}}\,g(r')\,dr\,dr' ,
\end{equation}
and $F^0=[P^2+Q^2|P^2+Q^2]_0$. The direct energy has four orbital pairs and a factor $\frac12$, so it is $2F^0$. Exchange survives for the two equal pairs and gives $-F^0$. Half of the direct energy is self-repulsion, and exchange removes it.

Now separate the components:
\begin{equation}
F^0=[P^2|P^2]_0+2[P^2|Q^2]_0+[Q^2|Q^2]_0 .
\end{equation}
The direct large-small energy is $4[P^2|Q^2]_0$, and exchange must supply $-2[P^2|Q^2]_0$. In exchange, the orbital that is acted on and the orbital that makes the field each contribute one $P$ and one $Q$. This term is therefore carried by the density matrix that mixes large and small coefficients.

For a bare-nucleus $1s$ pair at $Z=70$, in the finite basis of the numerical check, the direct energy is 96.42 hartree and exchange is $-48.21$ hartree. The large-small parts are 12.34 and $-6.17$ hartree. Without the mixed exchange block, 6.17 hartree of self-repulsion would remain. That basis has only six $s$ functions; the exact point-nucleus $1s$ spinor gives 97.63 hartree for the direct energy and 12.74 hartree for its large-small part, while the factor of one half holds in any basis.

\section{Radial form of the Dirac operator}

Hartree atomic units are used. The one-electron operator, with energies measured from the rest energy, is
\begin{equation}
h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V(r).
\end{equation}
Electrons repel through $1/r_{12}$; the Breit interaction is omitted. The state is one determinant of positive-energy orbitals. Each occupied shell $a=(n,\kappa)$ is full and holds $w_a=2j+1=2|\kappa|$ electrons with common radial functions,
\begin{equation}
\psi_{am}=\frac1r\begin{pmatrix}P_a\,\chi_{\kappa m}\\ iQ_a\,\chi_{-\kappa m}\end{pmatrix}.
\end{equation}
Here $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. The $\chi_{\kappa m}$ couple $l$ with spin $\frac12$, in that order, and obey $\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(\kappa+1)\chi_{\kappa m}$.

The operator $\sigma_r$ commutes with $\mathbf J$, reverses parity and has unit square, so it turns $\chi_{\kappa m}$ into a phase times $\chi_{-\kappa m}$. The phase can be read at the pole $\hat{\mathbf z}$, where only $m_l=0$ contributes. The Clebsch-Gordan coefficients give
\begin{equation}
\chi_{\kappa,1/2}(\hat{\mathbf z})=s_\kappa\sqrt{\frac{|\kappa|}{4\pi}}\begin{pmatrix}1\\0\end{pmatrix},\quad
\chi_{\kappa,-1/2}(\hat{\mathbf z})=\sqrt{\frac{|\kappa|}{4\pi}}\begin{pmatrix}0\\1\end{pmatrix},
\label{pole}
\end{equation}
with $s_\kappa=-\mathrm{sgn}\,\kappa$; all other $m$ give zero. At the pole $\sigma_r=\sigma_z$, and therefore $\sigma_r\chi_{\kappa m}=-\chi_{-\kappa m}$.

From $\sigma_r(\boldsymbol\sigma\cdot\mathbf p)=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$, multiplication by $\sigma_r$ from the left gives
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_{\kappa m}
&=-i\sigma_r\left[\frac{P'}{r}-\frac{P}{r^2}+\frac{(\kappa+1)P}{r^2}\right]\chi_{\kappa m}\nonumber\\
&=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa m}.
\end{align}
The same formula with $\kappa\to-\kappa$, applied to $iQ\chi_{-\kappa m}/r$, yields $r^{-1}(-Q'+\kappa Q/r)\chi_{\kappa m}$, since $i\cdot i=-1$. The one-electron energy is thus
\begin{align}
I_a=\int_0^\infty\Big[&V(P_a^2+Q_a^2)-2c^2Q_a^2
+cQ_a\Big(P_a'+\frac{\kappa}{r}P_a\Big)\nonumber\\
&+cP_a\Big(-Q_a'+\frac{\kappa}{r}Q_a\Big)\Big]dr .
\end{align}

\section{Angular sums of full shells}

\subsection{Direct term}

A rotation mixes the $2j+1$ functions $\chi_{\kappa m}$ by a unitary matrix, so $\sum_m\chi_{\kappa m}^\dagger\chi_{\kappa m}$ is constant on the sphere. Its integral is $2j+1$, and its value is $(2j+1)/4\pi$. The same holds for $-\kappa$. The total density is spherical and only $L=0$ remains in the direct energy.

\subsection{Exchange term}

Use $1/r_{12}=\sum_{LM}(r_<^L/r_>^{L+1})\,C^{L*}_M(1)\,C^L_M(2)$, with $C^L_M=\sqrt{4\pi/(2L+1)}\,Y_{LM}$. Since $\sigma_r$ commutes with $C^L_M$,
\begin{equation}
\langle-\kappa m|C^L_M|-\kappa'm'\rangle
=\langle\kappa m|\sigma_rC^L_M\sigma_r|\kappa'm'\rangle
=\langle\kappa m|C^L_M|\kappa'm'\rangle .
\end{equation}
The upper and lower components therefore have the same angular factor, including its sign. With $(iQ_a)^*(iQ_b)=Q_aQ_b$, the radial exchange density is $P_aP_b+Q_aQ_b$.

The remaining angular strength follows from the Wigner-Eckart theorem,
\begin{equation}
\langle\kappa m|C^L_M|\kappa'm'\rangle=(-1)^{j-m}
\begin{pmatrix}j&L&j'\\-m&M&m'\end{pmatrix}R_L .
\end{equation}
To find $R_L$, expand $\chi_{\kappa m}^\dagger\chi_{\kappa'm}$ in spherical harmonics and evaluate it at the pole, where $C^L_M=\delta_{M0}$:
\begin{equation}
4\pi\,\chi_{\kappa m}^\dagger\chi_{\kappa'm}\big|_{\hat{\mathbf z}}
=\sum_L(2L+1)(-1)^{j-m}
\begin{pmatrix}j&L&j'\\-m&0&m\end{pmatrix}R_L .
\end{equation}
Multiply by $(-1)^{j-m}$ and one such $3j$ symbol, then sum over $m$. Orthogonality isolates $R_L$. By (\ref{pole}) only $m=\pm\frac12$ contribute on the left, and reversing the lower row of a $3j$ symbol gives $(-1)^{j+j'+L}$. Thus
\begin{align}
R_L=(-1)^{j+1/2}&\sqrt{|\kappa\kappa'|}
\begin{pmatrix}j&L&j'\\\frac12&0&-\frac12\end{pmatrix}\nonumber\\
&\times\left[1-s_\kappa s_{\kappa'}(-1)^{j+j'+L}\right].
\end{align}
Because $s_\kappa=(-1)^{j-l-1/2}$ and $2j+2j'$ is even, the bracket equals $1+(-1)^{l+l'+L}$. Define
\begin{equation}
b_L(\kappa,\kappa')=\begin{pmatrix}j&L&j'\\\frac12&0&-\frac12\end{pmatrix}^2
\quad\text{for }l+l'+L\text{ even},
\end{equation}
and $b_L=0$ otherwise. Then $R_L^2=4|\kappa\kappa'|b_L=(2j+1)(2j'+1)b_L$. The squared $3j$ symbols, summed over $m'$ and $M$, give $1/(2j+1)$, so
\begin{equation}
\sum_{m'M}|\langle\kappa m|C^L_M|\kappa'm'\rangle|^2=(2j'+1)\,b_L(\kappa,\kappa').
\end{equation}
The sum over $m$ adds the factor $w_a=2j+1$. The energy of the closed-shell determinant is
\begin{equation}
E=\sum_aw_aI_a+\frac12\sum_{ab}w_aw_b\Big[F^0(ab)-\sum_Lb_LG^L(ab)\Big],
\label{shellE}
\end{equation}
where $F^0(ab)=[P_a^2+Q_a^2|P_b^2+Q_b^2]_0$ and $G^L(ab)=[P_aP_b+Q_aQ_b|P_aP_b+Q_aQ_b]_L$.

The coefficients have a simple nonrelativistic limit. An $s$ electron has $b_1=\frac16$ with both $p_{1/2}$ and $p_{3/2}$. If the two $p$ shells share one radial function, their $2+4$ electrons give $6\times\frac16=1$ times $G^1$. This agrees with three $p$ electrons of parallel spin, each with weight $\frac13$.

\section{Basis, densities and supermatrices}

For each $\kappa$ expand
\begin{equation}
P_a=\sum_pc^L_{ap}\pi^L_{\kappa p},\qquad Q_a=\sum_pc^S_{ap}\pi^S_{\kappa p},
\end{equation}
with real functions and independent coefficients. As component labels, $L$ and $S$ mean large and small; as an index of $b_L$ or $[\cdot|\cdot]_L$, $L$ is the multipole order.

The lower radial equation in a local potential is $c(P'+\kappa P/r)=(\varepsilon-V+2c^2)Q$. Where $|\varepsilon-V|\ll2c^2$, it gives $Q\approx(P'+\kappa P/r)/2c$. This motivates kinetic balance,
\begin{equation}
\pi^S_{\kappa p}\propto\left(\frac{d}{dr}+\frac{\kappa}{r}\right)\pi^L_{\kappa p}.
\end{equation}
Near the nucleus the inequality fails, which is why the small coefficients are left free.

Let $S^{TT}$ and $V^{TT}$ be overlap and potential matrices, with $T=L,S$, and let
\begin{equation}
\Pi^{SL}_{pq}=\int_0^\infty\pi^S_{\kappa p}\left(\frac{d}{dr}+\frac{\kappa}{r}\right)\pi^L_{\kappa q}\,dr .
\end{equation}
Partial integration, with vanishing boundary terms, shows that the matrix of $-d/dr+\kappa/r$ between $\pi^L$ and $\pi^S$ is $\Pi^{LS}=(\Pi^{SL})^T$. The one-electron blocks are
\begin{equation}
h^{LL}=V^{LL},\quad h^{SL}=c\Pi^{SL}=(h^{LS})^T,\quad h^{SS}=V^{SS}-2c^2S^{SS}.
\end{equation}

The density matrices include the shell occupation:
\begin{equation}
D^{TT'}_{\kappa,pq}=2|\kappa|\sum_n^{\rm occ}c^T_{n\kappa p}\,c^{T'}_{n\kappa q},
\qquad D^{SL}_\kappa=(D^{LS}_\kappa)^T .
\end{equation}
Inserting the expansions in $G^L$ gives, for each pair $T,T'$, the coefficient product $c^T_{ap}c^{T'}_{aq}\,c^T_{bu}c^{T'}_{bv}$. The sums over shells turn it into $D^{TT'}_{\kappa,pq}D^{TT'}_{\kappa',uv}$. The exchange supermatrix is therefore
\begin{equation}
\mathcal K^{TT'}_{\kappa pq,\kappa'uv}=\sum_Lb_L(\kappa,\kappa')
\big[\pi^T_{\kappa p}\pi^T_{\kappa'u}\,\big|\,\pi^{T'}_{\kappa q}\pi^{T'}_{\kappa'v}\big]_L ,
\label{super}
\end{equation}
and the exchange matrix is
\begin{equation}
K^{TT'}_{\kappa,pq}=\sum_{\kappa'uv}\mathcal K^{TT'}_{\kappa pq,\kappa'uv}\,D^{TT'}_{\kappa',uv}.
\label{K}
\end{equation}
In $F^0$ both factors at one radius belong to the same shell and the same component. The direct matrix is therefore block diagonal:
\begin{equation}
J^{TT}_{\kappa,pq}=\sum_{T'}\sum_{\kappa'uv}
\big[\pi^T_{\kappa p}\pi^T_{\kappa q}\,\big|\,\pi^{T'}_{\kappa'u}\pi^{T'}_{\kappa'v}\big]_0D^{T'T'}_{\kappa',uv}.
\end{equation}
It needs $D^{LL}$ and $D^{SS}$, while $D^{LS}$ enters the repulsion through exchange alone. With $J^{LS}=J^{SL}=0$, equation (\ref{shellE}) becomes
\begin{equation}
E=\sum_\kappa\sum_{TT'}\sum_{pq}D^{TT'}_{\kappa,pq}
\Big[h+\tfrac12(J-K)\Big]^{TT'}_{\kappa,pq}.
\label{traceE}
\end{equation}

\section{Stationarity}

The supermatrices are symmetric under exchange of the pairs $\kappa pq$ and $\kappa'uv$. The repulsion is a symmetric quadratic form in $D$, so its variation cancels the factor $\frac12$:
\begin{equation}
\delta E=\sum_\kappa\mathrm{tr}(F_\kappa\,\delta D_\kappa),\qquad F_\kappa=h_\kappa+J_\kappa-K_\kappa .
\end{equation}
Varying one shell gives $\delta D_\kappa=w_a(\delta c_a\,c_a^T+c_a\,\delta c_a^T)$, where $c_a$ contains both components. Since $F_\kappa$ is symmetric,
\begin{equation}
\delta E=2w_a\,\delta c_a^TF_\kappa c_a .
\end{equation}

Shells of different $\kappa$ are orthogonal through their angular functions. Within one $\kappa$, impose $c_n^TS_\kappa c_{n'}=\delta_{nn'}$ with symmetric multipliers $w_a\Lambda_{nn'}$. Stationarity gives $F_\kappa c_n=\sum_{n'}S_\kappa c_{n'}\Lambda_{n'n}$. An orthogonal rotation of these equally occupied shells leaves $D_\kappa$ and $F_\kappa$ unchanged, so it may be chosen to make $\Lambda$ diagonal. The Dirac-Fock-Roothaan equations are
\begin{equation}
\begin{pmatrix}F^{LL}_\kappa&F^{LS}_\kappa\\F^{SL}_\kappa&F^{SS}_\kappa\end{pmatrix}
\begin{pmatrix}c^L\\c^S\end{pmatrix}
=\varepsilon\begin{pmatrix}S^{LL}_\kappa&0\\0&S^{SS}_\kappa\end{pmatrix}
\begin{pmatrix}c^L\\c^S\end{pmatrix},
\label{DFR}
\end{equation}
with
\begin{align}
F^{LL}_\kappa&=V^{LL}+J^{LL}-K^{LL},\nonumber\\
F^{SL}_\kappa&=c\Pi^{SL}-K^{SL}=(F^{LS}_\kappa)^T,\nonumber\\
F^{SS}_\kappa&=V^{SS}-2c^2S^{SS}+J^{SS}-K^{SS}.
\end{align}

These equations hold for full $j$ shells. An open shell has other angular coefficients and, in general, multipliers between shells of unequal occupation. The solution is a stationary point and not a minimum over all spinors: moving an electron to the negative-energy branch would lower the energy by roughly $2c^2$. Occupied orbitals are therefore the lowest solutions above that branch. With $n_\kappa$ large and $n_\kappa$ small functions, the implementation skips the lowest $n_\kappa$ eigenvalues, which presumes that the two branches are separated by a gap.

As $c\to\infty$ at fixed $Z$, $Q=O(c^{-1})$. The mixed exchange energy contains two factors $Q$ and is $O(c^{-2})$; the small-small exchange energy contains four and is $O(c^{-4})$.

\section{Implementation}

The four-index array (\ref{super}) need not be stored. On a radial grid, form
\begin{equation}
\Gamma^{TT'}_{\kappa'}(r,r')=\sum_{uv}\pi^T_{\kappa'u}(r)\,D^{TT'}_{\kappa',uv}\,\pi^{T'}_{\kappa'v}(r').
\end{equation}
Multiply it pointwise by $\sum_Lb_L\,r_<^L/r_>^{L+1}$, sum over $\kappa'$, and project on $\pi^T_{\kappa p}(r)\,\pi^{T'}_{\kappa q}(r')$. This is (\ref{K}) with the sums reordered. The kernel has a kink at $r=r'$, so the inner integral is split there.

One cycle consists of these operations:
\begin{enumerate}
\item Build $D^{LL}$, $D^{SS}$ and $D^{LS}$ for every $\kappa$.
\item Build $J$ from the total radial density and $K$ block by block; set $K^{SL}=(K^{LS})^T$.
\item Form $F_\kappa$ and the residual $F_\kappa D_\kappa S_\kappa-S_\kappa D_\kappa F_\kappa$, which vanishes at self-consistency. Combine the Fock matrices of the last few cycles, with coefficients that add to one and make the combined residual as small as possible. Solve (\ref{DFR}) with the combined matrix for each $\kappa$ and occupy the chosen solutions. Repeat until energy and levels are stable.
\end{enumerate}

The combination in the last step matters. If neutral Yb is started from a screened nuclear potential and each new Fock matrix is used alone, the cycle ends up jumping between two densities. In the Gaussian basis of the next section their energies differ by about 375 hartree; the size of the jump depends on the basis. With the combination, self-consistency is reached in 14 cycles.

A useful check on convergence follows from (\ref{DFR}). The sum $\sum_aw_a\varepsilon_a$ contains the one-electron energy $E_1$ once and the repulsion twice, hence $E=\frac12(E_1+\sum_aw_a\varepsilon_a)$.

The numerical check compares a 28-electron ion at $Z=70$ with three-dimensional four-component integrals that use no radial reduction. For the same bare-nucleus density, both give $-12416.12767$ hartree, and all 144 Fock eigenvalues agree within $10^{-4}$ hartree plus one part in $10^8$ of their size. The mixed exchange energy there is $-11.26$ hartree, far above the energy tolerance of $10^{-4}$ hartree.

\section{Neutral ytterbium}

Yb has 70 electrons in full $j$ shells. The numbers of occupied shells for $\kappa=-1,1,-2,2,-3,3,-4$ are 6, 4, 4, 2, 2, 1, 1, so the electron count is
\begin{equation}
12+8+16+8+12+6+8=70 .
\end{equation}
The basis has 29, 24, 15 and 12 large Gaussians for $s$, $p$, $d$ and $f$. The nucleus is a Gaussian charge of rms radius 5.19 fm, from the rough estimate of a uniform sphere of radius $1.2A^{1/3}$ fm with $A=174$.

The self-consistent energy parts in this basis, in hartree, are:
\begin{center}
\begin{tabular}{lrr}
Components & Direct & Exchange\\
large-large & 5415.34 & $-278.14$\\
large-small, both orders & 127.18 & $-9.71$\\
small-small & 1.50 & $-0.40$\\
\end{tabular}
\end{center}
Summed before rounding, the direct terms give 5544.02 and the exchange terms $-288.26$, so the repulsion is 5255.76 hartree. With $E_1=-19323.44$ hartree,
\begin{equation}
E=-19323.44+5255.76\approx-14067.7\ \text{hartree}=-382.80\ \text{keV}.
\end{equation}

The last digits belong to this basis and this nucleus. A basis of 37, 31, 21 and 17 Gaussians lowers $E$ by 0.03 hartree, lowers $E_1$ by 0.09 hartree and raises the large-large direct term by 0.07 hartree, while the mixed and small-small parts keep the digits shown. An rms radius of 5.31 fm, close to the measured one, raises $E$ by 0.06 hartree and the $1s$ level by 0.03 hartree.

The mixed blocks carry $9.71/288.26=3.4\%$ of the exchange energy, about 24 times the small-small part. The ranking of the three parts is the one expected from the powers of $1/c$ found above; a single value of $c$ does not test the powers themselves. The mixed blocks contribute $-6.56$ hartree to the $1s$ level at $-2267.7$ hartree. That number is an expectation value at the converged density, not the shift that would follow if the block were removed and the orbitals relaxed. The small components hold 0.374 of the 70 electrons, and 6.9\% of the norm of a $1s$ orbital.

Each $\kappa$ has its own block, so shells of equal $l$ and different $j$ are free to differ, but the block structure alone does not split them. In a local potential, inserting $Q=c(P'+\kappa P/r)/(\varepsilon-V+2c^2)$ in the upper radial equation gives the term $g\,[-P''+\kappa(\kappa+1)P/r^2]-g'\,(P'+\kappa P/r)$, with $g=c^2/(\varepsilon-V+2c^2)$. Since $\kappa(\kappa+1)=l(l+1)$ for both values of $j$, only the part $-g'\kappa P/r\approx-\kappa V'P/4c^2r$ distinguishes them. The last form needs $|\varepsilon-V|\ll2c^2$. Where $V'>0$ the term lowers the level with $\kappa>0$, that is $j=l-\frac12$. The Fock operator is not local, so this argument gives the sign and rough size of the splitting only: evaluated with the nuclear plus direct potential, $-g'\kappa P/r$ yields 37.0 of the 38.6 hartree between the $2p$ levels and 0.047 of the 0.059 hartree between the $4f$ levels, and the approximate form overshoots to 50.5 hartree for $2p$. The $2p_{1/2}$ and $2p_{3/2}$ levels lie at $-370.1$ and $-331.5$ hartree; the $4f_{5/2}$ and $4f_{7/2}$ levels lie at $-0.539$ and $-0.480$ hartree.

Basis quality can be probed by scaling all orbitals as $\lambda^{3/2}\psi(\lambda\mathbf r)$. The terms $c\,\boldsymbol\alpha\cdot\mathbf p$ and $1/r_{12}$ scale as $\lambda$, while the nuclear term becomes $\langle V(r/\lambda)\rangle$. Stationarity at $\lambda=1$ requires
\begin{equation}
\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V_{ee}\rangle-\langle rV'\rangle=0
\end{equation}
in a complete basis. Here the left side is $-0.056$ hartree, or $4\times10^{-6}$ of $|E|$. It measures the failure of this one scaling condition and is not a bound on the energy error. It also does not test the nuclear model, the omitted Breit interaction or electron correlation.

\section*{Computed values}
\begin{verbatim}
speed of light c = 137.035999 a.u.
largest error of the angular exchange sums = 7.1e-15
b_L for s1/2-s1/2, L=0: 0.500000
b_L for s1/2-p1/2, L=1: 0.166667
b_L for s1/2-p3/2, L=1: 0.166667
LS radial integral, grid / nested quadrature - 1 = 6.7e-16
28-electron ion, Z = 70, point nucleus, bare-nucleus orbitals:
  energy, radial kappa blocks = -12416.127670 hartree
  energy, 3D spinor integrals = -12416.127670 hartree
  LS exchange energy = -11.263697 hartree
  number of Fock eigenvalues compared = 144
  largest error of energy derivative = 4.0e-11 hartree
  lone 1s pair: direct energy = 96.421236 hartree
  lone 1s pair: exchange energy = -48.210618 hartree
  lone 1s pair: direct large-small part = 12.343453 hartree
  lone 1s pair: LS exchange part = -6.171726 hartree
Neutral Yb, Dirac-Hartree-Fock:
  nuclear rms radius (model) = 5.189 fm
  smallest exponent = 0.02 bohr^-2, ratio = 2.2
  large functions for s, p, d, f = [29, 24, 15, 12]
  iterations = 14
  total energy = -14067.672 hartree = -382.801 keV
  one-electron energy = -19323.436 hartree
  electrons in large components = 69.62551
  electrons in small components = 0.37449
  direct energy LL-LL = 5415.3377 hartree
  direct energy LL-SS (both orders) = 127.1836 hartree
  direct energy SS-SS = 1.5030 hartree
  exchange energy, LL block = -278.1448 hartree
  exchange energy, LS and SL blocks = -9.7128 hartree
  exchange energy, SS block = -0.4019 hartree
  orbital energy 1s1/2 = -2267.6650 hartree
  orbital energy 2s1/2 = -388.8959 hartree
  orbital energy 2p1/2 = -370.0551 hartree
  orbital energy 2p3/2 = -331.4891 hartree
  orbital energy 5p1/2 = -1.4190 hartree
  orbital energy 5p3/2 = -1.1827 hartree
  orbital energy 4f5/2 = -0.5392 hartree
  orbital energy 4f7/2 = -0.4804 hartree
  orbital energy 6s1/2 = -0.1965 hartree
  small-component weight of 1s = 0.06898
  LS exchange contribution to the 1s level = -6.5622 hartree
  virial residual = -0.0556 hartree
\end{verbatim}
